\section*{Removing the First-Order Time Error of Lagged Geometry in Oxidation}

\section{Definitions and conventions}

A long silicon wire of circular cross-section oxidizes from its surface. The silicon radius is $a(t)$, the outer oxide radius is $b(t)$, and $a_0,b_0$ are their initial values. The recession $s=a_0-a$ measures the silicon consumed. One volume of silicon makes $\gamma$ volumes of oxide.

The oxidant has concentration $C(r,t)$ and diffusivity $D$ in the oxide. It is held at $C^*$ on the outer surface, so gas-side resistance is neglected. At the silicon it reacts at the rate $kC(a)$ per unit area. Making a unit volume of oxide consumes $N$ oxidant molecules. The usual growth parameters are
\begin{equation}
A=\frac{2D}{k},\qquad B=\frac{2DC^*}{N}.
\end{equation}

The time step $h$ is constant and the end time $T$ is fixed. An error is the computed recession minus the true recession of the quasi-steady model, so a positive error means too much oxidation. A prime on $V(s)$ or $R(s)$ means $d/ds$. Subscripts $0$ and $T$ mark the start and the end.

\section{One diffusion solve gives one velocity}

The oxide cross-section grows by $\gamma$ times the silicon cross-section lost:
\begin{equation}
b^2-a^2=b_0^2-a_0^2+\gamma(a_0^2-a^2)
\;\Rightarrow\;
b^2=b_0^2+(\gamma-1)(a_0^2-a^2).
\label{eq:b}
\end{equation}
The recession therefore fixes the whole geometry.

In the quasi-steady approximation the oxidant profile is the steady one for the current geometry. The inward flow per unit angle and length, $J=rD\,\partial_rC$, is then independent of $r$, and at the silicon it equals $akC(a)$. Dividing by $rD$ and integrating from $a$ to $b$ gives
\begin{equation}
C^*-C(a)=\frac{ak}{D}C(a)\ln\frac ba
\;\Rightarrow\;
C(a)=\frac{C^*}{1+(2a/A)\ln(b/a)} .
\end{equation}
The reaction makes an oxide volume $kC(a)/N$ per unit area and time, and consumes $1/\gamma$ of that volume of silicon. Since $kC^*/N=B/A$,
\begin{equation}
\frac{ds}{dt}=V(s)=\frac{B}{\gamma\,[A+2a\ln(b/a)]}.
\label{eq:V}
\end{equation}
For an oxide thickness $x=b-a\ll a$, $a\ln(1+x/a)\to x$. The oxide then grows at $\gamma V=B/(A+2x)$, the planar law.

With the resistance $R=1/V$, separation of variables gives $T=\int_0^{s(T)}R\,ds$. Solving this equation for $s(T)$ supplies a reference that involves no time stepping.

\section{What goes wrong when the geometry is lagged}

The simplest coupling solves diffusion on the present shape, moves the interface with the resulting velocity for a full step, and repeats:
\begin{equation}
S_{n+1}=S_n+hV(S_n).
\end{equation}
During the step the true velocity changes, but the scheme keeps the old one. The velocity falls while $a\ln(b/a)$ grows, as on a plane and throughout the example below. In this stress-free model the velocity rises again once the silicon core is thin enough for $a\ln(b/a)$ to shrink. In real thin wires, stress can slow the oxidation instead. Because $d^2s/dt^2=V'V$, the true motion is
\begin{equation}
s(t+h)=s+hV+\tfrac12h^2V'V+O(h^3).
\end{equation}
Subtracting this from the scheme gives, for $e_n=S_n-s(t_n)$,
\begin{equation}
e_{n+1}=e_n+h[V(s+e_n)-V(s)]-\tfrac12h^2V'V+O(h^3).
\end{equation}
Let $V$ be smooth and positive on the range covered, with $|V'|\le L$. For some constant $K$, $|e_{n+1}|\le(1+hL)|e_n|+Kh^2$. Summing the geometric series gives $|e_n|\le Kh(e^{LT}-1)/L$, so the error is $O(h)$.

To find its size, write $e_n=h\varepsilon_n$ and divide by $h$:
\begin{equation}
\varepsilon_{n+1}=\varepsilon_n+h\left(V'\varepsilon_n-\tfrac12V'V\right)+O(h^2).
\end{equation}
This is a first-order discretization of $\dot\varepsilon=V'\varepsilon-\frac12V'V$ with $\varepsilon(0)=0$. Put $\varepsilon=Vw$. Along the motion $\dot V=V'V$, so the terms $V'Vw$ cancel and $\dot w=-\frac12V'$. Also $V'dt=dV/V$. Integration gives
\begin{equation}
e_T=\frac h2\,V_T\ln\frac{V_0}{V_T}+O(h^2).
\label{eq:lag}
\end{equation}
A slowing oxidation is overestimated. In the reaction-limited case, $A\to\infty$ at fixed $B/A$, the velocity tends to a constant and the leading error vanishes. In the opposite limit, $A\to0$ with no initial oxide, $V_0$ diverges. The smoothness assumption then fails, and so does the expansion.

\section{The update that supplies the missing term}

The missing displacement $\frac12h^2V'V$ is half a step times the change of velocity over the step. Solving diffusion again on the old shape cannot supply it, because the same shape returns the same $V$. The second solve needs the predicted shape:
\begin{enumerate}
\item Solve diffusion on the present oxide to get $V_n=V(S_n)$.
\item Predict $S^*=S_n+hV_n$ and move both boundaries, taking $b$ from \eqref{eq:b}.
\item Solve diffusion on the predicted oxide to get $V^*=V(S^*)$.
\item Set $S_{n+1}=S_n+\frac h2(V_n+V^*)$ and update $b$.
\end{enumerate}

For a step that starts on the true solution, $V^*=V+hVV'+\frac12h^2V^2V''+O(h^3)$. The corrected step is therefore
\begin{equation}
s+hV+\tfrac12h^2VV'+\tfrac14h^3V^2V''+O(h^4).
\end{equation}
The true third derivative is $d(V'V)/dt=V''V^2+V'^2V$, which enters with the factor $h^3/6$. The $h^2$ terms agree, and the defect of one step, computed minus true, is
\begin{equation}
h^3\left(\frac{V''V^2}{12}-\frac{V'^2V}{6}\right)+O(h^4).
\end{equation}
Now insert $V'=-R'/R^2$ and $V''=-R''/R^2+2R'^2/R^3$:
\begin{equation}
\frac{V''V^2}{12}-\frac{V'^2V}{6}
=-\frac{R''}{12R^4}+\frac{R'^2}{6R^5}-\frac{R'^2}{6R^5}
=-\frac{R''}{12R^4}.
\end{equation}
The defect propagates as before. With $e=h^2Vw$, dividing the source by $V$ gives $\dot w=-R''/(12R^3)$, and $dt=R\,ds$ leads to
\begin{equation}
e_T=-\frac{h^2}{12}V_T\int_0^{s(T)}\frac{R''}{R^2}\,ds+O(h^3).
\label{eq:pc}
\end{equation}
The first-order error is gone. What remains is governed by the curvature of the resistance.

For the wire, $R=(\gamma/B)(A+2f)$ with $f=a\ln(b/a)$. Equation \eqref{eq:b} gives $db/da=-(\gamma-1)a/b$, hence
\begin{align}
\frac{df}{da}&=\ln\frac ba-1-(\gamma-1)\frac{a^2}{b^2},\\
\frac{d^2f}{da^2}&=-\frac1a-\frac{3(\gamma-1)a}{b^2}-\frac{2(\gamma-1)^2a^3}{b^4}.
\end{align}
Two derivatives in $s=a_0-a$ equal two in $a$, so $R''=(2\gamma/B)\,d^2f/da^2$. For $\gamma>1$ this is negative, and the leading corrected error is positive.

\section{A flat surface gains another order}

On a plane, $x=x_0+\gamma s$ and $R=\gamma(A+2x)/B$ is linear in $s$. Then $R''=0$ and the $h^2$ error vanishes. To find the next term, work with the thickness $x$, its rate $G=B/u$, and $u=A+2x$, so that $\dot u=2B/u$. Repeated differentiation in time gives
\begin{equation}
\ddot x=-\frac{2B^2}{u^3},\qquad
\dddot x=\frac{12B^3}{u^5},\qquad
\ddddot x=-\frac{120B^4}{u^7}.
\end{equation}
The true $h^4$ term is $\ddddot x/24=-5B^4/u^7$. In the corrected step it is $\frac12G^3G_{xxx}/6$. With $G_{xxx}=-48B/u^4$ this equals $-4B^4/u^7$, so the defect is $+h^4B^4/u^7$. Dividing by $G$ and using $dt=u\,du/(2B)$,
\begin{equation}
e_T=h^3G_T\int_{u_0}^{u_T}\frac{B^2}{2u^5}\,du
=\frac{h^3B^2G_T}{8}\left(\frac1{u_0^4}-\frac1{u_T^4}\right)+O(h^4).
\end{equation}
A planar test thus shows third-order convergence. On the wire the order is two as $h\to0$, although a weakly curved surface can look third order at practical steps: with $a_0=10\ \mu$m and the other parameters of the example below, the apparent order is 2.9 between $h=4$ and 1 min.

\section{A wire in steam}

Take $a_0=1000$ nm, 100 nm of initial oxide, $\gamma=2.2$, $A=100$ nm, $B=0.5\ \mu\mathrm{m}^2/\mathrm h=8333\ \mathrm{nm}^2/\mathrm{min}$ and $T=60$ min. The initial rate is
\begin{equation}
V_0=\frac{8333}{2.2\,(100+2000\ln1.1)}=13.03\ \mathrm{nm/min}.
\end{equation}
The reference recession is 312.36 nm ($0.312\ \mu$m), and the rate has then fallen to $V_T=3.659$ nm/min. Equation \eqref{eq:lag} predicts
\begin{equation}
\frac{e_T}{h}=\frac{3.659}{2}\ln\frac{13.03}{3.659}=2.324\ \mathrm{nm/min}.
\end{equation}
With 3840 steps the measured ratio is 2.325 nm/min. For the corrected scheme, \eqref{eq:pc} predicts $e_T/h^2=9.21\times10^{-3}\ \mathrm{nm/min^2}$, and the same steps give $9.26\times10^{-3}$.

\begin{center}
\begin{tabular}{rrr}
$h$ (min) & lagged (nm) & corrected (nm)\\
5 & 14.17 & 0.713\\
1 & 2.40 & 0.0133\\
0.25 & 0.586 & 0.00064
\end{tabular}
\end{center}

Between $h=5$ and 2 min the corrected error falls with an apparent order of 2.53, which drops to 2.07 at the finest tabulated steps in the numerical output. A cubic term accounts for this. Subtracting the predicted quadratic part at $h=1$ min leaves $0.01325-0.00921=0.00404$ nm. At $h=0.5$ min the remainder is $0.00279-0.00230=0.00049$ nm, about eight times smaller. The quadratic and cubic parts are comparable near $h=2.3$ min, so coarse steps show an order between two and three.

For a plane with the same $A$, $B$, initial oxide and time, the measured order is 3.003. The predicted $e_T/h^3$ is $6.17\times10^{-3}\ \mathrm{nm/min^3}$ and the measured one $6.18\times10^{-3}$.

These expansions need $h|V'|\ll1$. Here $V'=-0.170\ \mathrm{min}^{-1}$ at the start, so $h=5$ min gives 0.85 and lies outside that regime, although the corrected result is still the better one. A bare plane would start with $|V'|=2B/A^2=1.67\ \mathrm{min}^{-1}$ and need correspondingly shorter initial steps.

\section{Both boundaries must be predicted}

Suppose the corrector moves $a$ but leaves $b$ at its old value. Regard the rate as $V(a,b)$. The full derivative is
\begin{equation}
V'=-\frac{\partial V}{\partial a}+\frac{\partial V}{\partial b}\frac{db}{ds},
\qquad \frac{db}{ds}=(\gamma-1)\frac ab,
\end{equation}
and this corrector sees only the first term. Its defect is $-\frac12h^2V(\partial V/\partial b)(db/ds)$. Propagating it with $dt=ds/V$ gives
\begin{equation}
e_T=-\frac h2V_T\int_0^{s(T)}\frac1V\frac{\partial V}{\partial b}\frac{db}{ds}\,ds+O(h^2).
\end{equation}
Since $\partial V/\partial b<0$, the error is positive. The predicted coefficient is 1.148 nm/min and the measured one 1.149 nm/min. This half-correction removes about half of the lagged error in the example, and the scheme stays first order.

\section{Cost and the mesh floor}

For a time error below 0.1 nm, with the velocity taken from \eqref{eq:V}, the lagged scheme needs 1397 steps and as many solves. The corrected scheme needs 26 steps, or 52 solves, which is 27 times fewer.

A numerical diffusion solve adds its own error. Divide the oxide into equal radial cells of width $\Delta r$ that follow both boundaries. Between neighbouring nodes, set the flow to $r_{j+1/2}D(C_{j+1}-C_j)/\Delta r$, make it the same in every cell, and equate it to $akC(a)$ at the silicon. With four cells the corrected scheme has a total error of 0.236 nm at both 480 and 960 steps. Eight cells reduce it to 0.059 nm at 960 steps. Time refinement cannot remove this part. The mesh must also move smoothly with the boundaries, because the derivation assumes a smooth $V$.

\section{Which model errors then dominate}

The quasi-steady assumption neglects oxidant stored in the oxide and carried with it. Let $m=(b^2-r^2)/2$. Oxide forms at the inner boundary, so the area outside a given oxide element is constant and the element keeps its $m$. With $dm=-r\,dr$, the inward flow is $q=-r^2D\,\partial_mC$, and conservation gives
\begin{equation}
\left.\frac{\partial C}{\partial t}\right|_m=\frac{\partial}{\partial m}\left(r^2D\frac{\partial C}{\partial m}\right),
\qquad q(a)=akC(a)\left[1+\frac{C(a)}N\right].
\end{equation}
The last term fills the new oxide with oxidant. For $C^*=3\times10^{19}$ and $N=4.4\times10^{22}\ \mathrm{cm}^{-3}$, solving this problem from the quasi-steady initial profile shifts the recession by $-0.060$ nm. Raising $C^*/N$ tenfold at fixed $A$ and $B$ gives $-0.60$ nm, so the shift is nearly proportional to that ratio.

Expansion also stresses the oxide. Treat it as an incompressible fluid of viscosity $\mu$ with radial velocity $c/r$. The outer surface moves so that $b\dot b=(\gamma-1)aV$, hence $c=(\gamma-1)aV$. The hoop stress exceeds the radial stress by $4\mu c/r^2$, and radial equilibrium reads $d\sigma_{rr}/dr=4\mu c/r^3$. With $\sigma_{rr}(b)=0$, the compression at the silicon is
\begin{equation}
P=-\sigma_{rr}(a)=2\mu(\gamma-1)\frac Va\left(1-\frac{a^2}{b^2}\right).
\end{equation}
For a rough $\mu=10^{12}$ Pa\,s, $P$ is 90 MPa at the start and 158 MPa at the end. Let the reaction constant fall by $\exp(-P\Omega/k_BT_{\rm ox})$, with a rough activation volume $\Omega=0.0125\ \mathrm{nm}^3$ and furnace temperature $T_{\rm ox}=1373$ K. The final exponent is about $-0.10$, and the recession shifts by $-2.6$ nm.

The values of $A$, $B$ and $C^*$ are rough typical ones for silicon in atmospheric steam near 1100 $^\circ$C. In a single-crystal wire the reaction rate also depends on the crystal face, so the cross-section does not stay exactly circular. Slowing the reaction by a rough factor of 1.7 over the whole circumference shifts the recession by $-20$ nm, or 6\% of 312 nm, which sets the scale of the expected non-roundness. The stress estimate is less certain: it depends on the assumed viscosity and omits the effect of stress on diffusion, solubility and viscosity itself. These omissions are not small. The same flow has a shear stress $2\mu c/a^2\approx520$ MPa at the start, where a constant viscosity is doubtful. It also has a uniform hydrostatic tension $2\mu c/b^2$ that falls from 430 to 55 MPa. If this tension raised $D$ with the same activation volume, the net shift would be about $+12$ nm instead of $-2.6$ nm. The figure $-2.6$ nm is therefore the effect through the reaction alone and fixes neither the sign nor the size of the total stress effect.

At $h=5$ min the lagged error, $+14$ nm, is comparable in size with the crystal-face effect. A reaction constant fitted with that scheme would absorb part of the time error. The corrected error at the same step, $+0.7$ nm, is smaller than both the stress and crystal-face estimates. For these conditions, shorter steps would refine the solution of the model without making the physical prediction correspondingly better.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Parabolic parameter B: 0.500 um^2/h = 8333.33 nm^2/min
Parameter A: 100.0 nm; expansion ratio: 2.20
Initial silicon radius: 1000.0 nm; initial oxide: 100.0 nm
Time: 60.0 min; temperature: 1373 K
Oxidant C*: 3.00e+19 cm^-3; N: 4.40e+22 cm^-3
Ratio C*/N: 6.818e-04
True recession: 312.35907 nm
Final silicon radius: 687.6409 nm; outer radius: 1357.4166 nm
Final oxide thickness: 669.7757 nm
Initial rate: 13.03377 nm/min; final rate: 3.65876 nm/min
Initial dV/ds: -0.17010 1/min
Steps, h (min), lagged error (nm), corrected error (nm), two orders
  12  5.000  14.16804  7.126e-01  -  -
  30  2.000  4.98735  6.993e-02  1.139  2.533
  60  1.000  2.40278  1.325e-02  1.054  2.400
 120  0.500  1.18099  2.793e-03  1.025  2.246
 240  0.250  0.58567  6.356e-04  1.012  2.135
 480  0.125  0.29166  1.513e-04  1.006  2.071
Fine step for coefficient tests: 0.015625 min (3840 steps)
Lagged error/h: predicted 2.32408, measured 2.32522 nm/min
Corrected error/h^2: predicted 9.2059e-03, measured 9.2649e-03 nm/min^2
Fine-step orders: lagged 1.0007, corrected 2.0092
Outer boundary lagged, error/h: predicted 1.14819, measured 1.14852 nm/min
Outer boundary lagged, order: 1.0004
Plane, true final oxide: 672.8416 nm
Plane, corrected order: 3.0027
Plane, error/h^3: predicted 6.1660e-03, measured 6.1779e-03 nm/min^3
4-cell total error, 480 and 960 steps: 0.23575, 0.23564 nm
8-cell total error, 960 steps: 0.05918 nm
Target time error: 0.10 nm
Lagged: 1397 steps = 1397 diffusion solves
Corrected: 26 steps = 52 diffusion solves
Storage and transport shift: -0.0597 nm
Same shift with ten times C*/N: -0.5952 nm
Rough viscosity: 1.0e+12 Pa s; activation volume: 0.0125 nm^3
Interface compression, start and end: 90.5, 158.2 MPa
Stress shift through reaction: -2.600 nm
Crystal-face shift, reaction slower by 1.7: -20.017 nm
\end{verbatim}
